\section*{Spurious RPA image energy of an atom in a periodic box}

\section{What a wrong power costs}

An atomization energy needs the correlation energy of a free atom, and a plane-wave calculation supplies that of an atom repeated on a lattice. Extrapolating the difference away requires its power of the volume. For the model atom treated below, a calculation at the zone centre without the long-wavelength Coulomb term is in error by 26.46~meV in a box of edge 1~nm and by 7.87~meV at 1.5~nm. Extrapolating these two energies as $V^{-2}$, the law of van der Waals attraction, leaves an error of 6.1~meV. Extrapolating them as $V^{-1}$ leaves 0.04~meV.

Both powers occur. For a spherical atom, the $V^{-2}$ law belongs to the attraction between images, and the $V^{-1}$ law to a missing piece of the Coulomb interaction.

\section{Assumptions and starting point}

A neutral, closed-shell, spherical atom sits in a cubic cell of edge $L$ and volume $V=L^3$. Orbitals in different cells do not overlap, and orbitals and orbital energies are held at their free-atom values. The energy considered is the direct RPA correlation energy; box errors of the mean field and of exchange are separate.

Let $\chi_0(\mathbf r,\mathbf r';i\omega)$ be the non-interacting response of the electron number density to a potential energy, and $v=e^2/(4\pi\varepsilon_0|\mathbf r-\mathbf r'|)$. Then
\begin{equation}
E_c=\frac{\hbar}{2\pi}\int_0^\infty d\omega\,
\mathrm{Tr}\,[\ln(1-\chi_0v)+\chi_0v],\qquad
\chi=(1-\chi_0v)^{-1}\chi_0 ,
\label{rpa}
\end{equation}
where $\chi$ is the RPA response. In a field $\mathbf F$ an electron has potential energy $e\mathbf F\cdot\mathbf r$, and the induced dipole is $-e\int\mathbf r\,\delta n$. For a spherical atom, therefore,
\begin{equation}
-e^2\!\int\!\!\int r_i\,\chi(\mathbf r,\mathbf r')\,r'_j=\alpha\,\delta_{ij},
\qquad \alpha'=\frac{\alpha}{4\pi\varepsilon_0},
\label{alpha}
\end{equation}
and likewise $\alpha_0$ from $\chi_0$. The prime marks a polarizability volume. Since a constant potential induces no density, $\int\chi\,d\mathbf r'=0$.

In the lattice, $\chi_0$ has no elements between cells. A density pattern with phase $e^{i\mathbf q\cdot\mathbf R}$ in cell $\mathbf R$ feels $v+\delta v_{\mathbf q}$, with
\begin{equation}
\delta v_{\mathbf q}(\mathbf r,\mathbf r')=\frac{e^2}{4\pi\varepsilon_0}
\sum_{\mathbf R\ne0}\frac{e^{i\mathbf q\cdot\mathbf R}}
{|\mathbf r-\mathbf r'-\mathbf R|},
\end{equation}
where $\mathbf r$ and $\mathbf r'$ are measured from the nuclei. The energy per cell is the average over $\mathbf q$.

Factor the operator inside the logarithm:
\begin{equation}
1-\chi_0v-\chi_0\delta v=(1-\chi_0v)(1-\chi\,\delta v).
\end{equation}
The trace of the logarithm of a product is the sum of the traces. Subtracting the free-atom energy gives
\begin{align}
\Delta E&=\frac{\hbar}{2\pi}\int_0^\infty\! d\omega\,
\big\langle\mathrm{Tr}[\ln(1-\chi\delta v)+\chi_0\delta v]\big\rangle_{\mathbf q}\nonumber\\
&=\frac{\hbar}{2\pi}\int_0^\infty\! d\omega\,
\big\langle\mathrm{Tr}[(\chi_0-\chi)\delta v]
-\tfrac12\mathrm{Tr}[\chi\delta v\chi\delta v]-\dots\big\rangle_{\mathbf q}.
\label{expand}
\end{align}
The first-order term contains the difference of two responses because the RPA energy subtracts the term linear in $\chi_0v$.

\section{Dipole form of the image interaction}

Put $\mathbf s=\mathbf r-\mathbf r'$. For $s<R$,
\begin{equation}
\frac1{|\mathbf R-\mathbf s|}=\frac1R+\frac{\mathbf s\cdot\mathbf R}{R^3}
+\frac12\,\mathbf s\cdot t(\mathbf R)\cdot\mathbf s+\dots,\qquad
t=\frac{3\hat{\mathbf R}\hat{\mathbf R}-1}{R^3}.
\end{equation}
Terms that depend on $\mathbf r$ alone or on $\mathbf r'$ alone drop out, because $\chi$ integrates to zero. The mixed part of the quadratic term is $-\mathbf r\cdot t\cdot\mathbf r'$. With $T(\mathbf q)=\sum_{\mathbf R\ne0}t(\mathbf R)e^{i\mathbf q\cdot\mathbf R}$, the interaction becomes
\begin{equation}
\delta v_{\mathbf q}\to-\frac{e^2}{4\pi\varepsilon_0}\,
\mathbf r\cdot T(\mathbf q)\cdot\mathbf r' .
\end{equation}
The minus sign here and the one in (\ref{alpha}) cancel, so $\mathrm{Tr}\,\chi\delta v=\alpha'\,\mathrm{Tr}\,T$ and
\begin{equation}
\Delta E=\frac{\hbar}{2\pi}\int_0^\infty\! d\omega\,
\big\langle(\alpha_0'-\alpha')\mathrm{Tr}\,T
-\tfrac12\alpha'^2\,\mathrm{Tr}\,T^2\big\rangle_{\mathbf q}+\dots
\label{dip}
\end{equation}

\section{Converged sampling: the $C_6$ lattice sum}

The first-order term vanishes for every multipole, not just for dipoles. A spherical atom's response is unchanged when $\mathbf r$ and $\mathbf r'$ are rotated together, so $\delta v$ may be averaged over the directions of $\mathbf s$. The average of $1/|\mathbf R-\mathbf s|$ is $1/R$ for $s<R$, a constant, to which $\chi_0-\chi$ does not respond.

In second order, averaging over $\mathbf q$ keeps the pairs of lattice vectors with $\mathbf R+\mathbf R'=0$. The matrix $t$ has eigenvalues $(2,-1,-1)/R^3$, and therefore
\begin{equation}
\langle\mathrm{Tr}\,T^2\rangle_{\mathbf q}
=\sum_{\mathbf R\ne0}\mathrm{Tr}\,t(\mathbf R)^2
=\sum_{\mathbf R\ne0}\frac6{R^6}=\frac{6S_6}{V^2},\qquad
S_6=\sum_{\mathbf n\ne0}\frac1{|\mathbf n|^6}.
\end{equation}
Insertion in (\ref{dip}) gives
\begin{equation}
\boxed{\Delta E\simeq-\frac{C_6S_6}{2V^2}},\qquad
C_6=\frac{3\hbar}{\pi}\int_0^\infty\alpha'^2\,d\omega .
\label{c6}
\end{equation}
Each pair of atoms contributes $-C_6/R^6$, and the factor one half assigns half of it to each cell. The first three shells of the simple cubic lattice give $6+12/8+8/27=7.80$. Summing to $|\mathbf n|=60$ and adding the integral over the remainder gives $S_6=8.402$.

\section{The first correction}

A spherical response does not mix angular momenta. A second-order term linking moments $l_1$ and $l_2$ therefore contains the same coupling twice and falls as $R^{-2(l_1+l_2+1)}$. After dipole--dipole comes dipole--quadrupole, as $R^{-8}$.

Define $\alpha_2'$ by replacing $r_i$ and $r'_j$ in (\ref{alpha}) by $\sqrt3\,xy$ and $\sqrt3\,x'y'$, again divided by $4\pi\varepsilon_0$. For a general potential $\frac12G_{ij}r_ir_j$ with $G$ symmetric and traceless, rotational symmetry makes the quadratic response proportional to $G_{ij}G_{ij}$ (repeated indices are summed). For $\sqrt3\,xy$ this sum is 6, so the response is $\alpha_2'G_{ij}G_{ij}/6$.

Let $D_{ijk}=\partial_i\partial_j\partial_k(1/R)$. The part of the interaction linear in one coordinate and quadratic in the other is $\mp\frac12D_{ijk}r_ir'_jr'_k$, the sign depending on which coordinate is linear. The two factors in the trace have opposite signs in this respect, but they belong to $\mathbf R$ and $-\mathbf R$. Since $D_{ijk}$ is odd in $\mathbf R$, the two minus signs cancel. Either of the two responses may be the dipole one, which gives a factor 2:
\begin{equation}
\mathrm{Tr}[\chi\delta v\chi\delta v]_{12}
=2\,\alpha'\alpha_2'\sum_{\mathbf R\ne0}\frac{D_{ijk}D_{ijk}}6 .
\end{equation}
For a harmonic function, $\frac12\nabla^2$ acting on the sum of squares of its $l$th derivatives gives the sum for the $(l+1)$th. Since $\nabla^2R^{-p}=p(p-1)R^{-p-2}$, the sequence starting from $(1/R)^2$ is
\begin{equation}
R^{-2}\to R^{-4}\to6R^{-6}\to90R^{-8}.
\end{equation}
The third member is the $\mathrm{Tr}\,t^2$ found above. The fourth makes the trace $30\,\alpha'\alpha_2'\sum R^{-8}$, and multiplication by $-\hbar/4\pi$ gives
\begin{equation}
\Delta E=-\frac{C_6S_6}{2L^6}\left[1+\frac{C_8S_8}{C_6S_6L^2}
+O(L^{-3})\right],\qquad
C_8=\frac{15\hbar}{\pi}\int_0^\infty\alpha'\alpha_2'\,d\omega ,
\label{c8}
\end{equation}
with $S_8=\sum_{\mathbf n\neq 0}|\mathbf n|^{-8}$. The $L^{-3}$ remainder comes from three dipole couplings in a row.

\section{The zone centre with its head}

Suppose that $\mathbf q\to0$ is the single sampling point. The lattice potential has the Fourier form
\begin{equation}
\sum_{\mathbf R}\frac{e^{i\mathbf q\cdot\mathbf R}}{|\mathbf x-\mathbf R|}
=\frac{4\pi}{V}\sum_{\mathbf G}
\frac{e^{i(\mathbf q+\mathbf G)\cdot\mathbf x}}{|\mathbf q+\mathbf G|^2}.
\end{equation}
$T_{ij}$ is its second derivative at $\mathbf x=0$ after removal of the $\mathbf R=0$ term. The $\mathbf G=0$ term contributes $-(4\pi/V)\hat q_i\hat q_j$. The rest has cubic symmetry as $\mathbf q\to0$ and must be $c\,\delta_{ij}$. At $\mathbf x=0$ the potential of the other cells obeys Laplace's equation, so the total trace is zero: $3c-4\pi/V=0$. Hence
\begin{equation}
T(\mathbf q\to0)=\frac{4\pi}{3V}(1-3\hat{\mathbf q}\hat{\mathbf q}),\qquad
\mathrm{Tr}\,T^2=\frac{16\pi^2}{9V^2}(1+1+4)=\frac{32\pi^2}{3V^2}.
\end{equation}
There is again no first-order term, and the second-order one is
\begin{equation}
\Delta E_\Gamma\simeq-\frac{C_6}{12}\,\frac{32\pi^2}{3V^2}
=-\frac{C_6}{2V^2}\,\frac{16\pi^2}9 .
\end{equation}
The power is that of (\ref{c6}), but $S_6=8.402$ is replaced by 17.546. In leading order the attraction is overestimated by a factor 2.09, the ratio of $\mathrm{Tr}\,T^2$ at $\mathbf q\to0$ to its average over $\mathbf q$. The eigenvalues of $T$ do not depend on $\hat{\mathbf q}$, so neither does this leading energy.

\section{The zone centre without its head}

In the matrix $v^{1/2}\chi_0v^{1/2}$ the head, the element $\mathbf G=\mathbf G'=0$, stays finite as $\mathbf q\to0$: the response vanishes as $q^2$ while $v$ grows as $q^{-2}$, and the product is $-4\pi\alpha_0'/V$. Suppose that the $\mathbf G=0$ Coulomb component is set to zero, which removes the head and the wings beside it. Then the $\hat{\mathbf q}\hat{\mathbf q}$ term is lost and
\begin{equation}
T=\frac{4\pi}{3V}\,1,\qquad \mathrm{Tr}\,T=\frac{4\pi}V,\qquad
\mathrm{Tr}\,T^2=\frac{16\pi^2}{3V^2}.
\end{equation}
The trace no longer vanishes. Equation (\ref{dip}) gives the leading error and its first correction:
\begin{equation}
\boxed{\Delta E=\frac AV-\frac{4\pi^2}{9}\frac{C_6}{V^2}+O(V^{-3})},\qquad
A=2\hbar\int_0^\infty(\alpha_0'-\alpha')\,d\omega .
\label{head}
\end{equation}

Higher multipoles do not alter $A$. Without $\mathbf G=0$, the lattice potential is that of point charges in a neutralizing background, and the part due to images and background has Laplacian $4\pi/V$. Its average over directions of $\mathbf s$ is a constant plus $2\pi s^2/(3V)$. The mixed part of $s^2$ is $-2\mathbf r\cdot\mathbf r'$, which involves dipoles alone and reproduces $A$. In second order, dipole--quadrupole coupling is absent because third derivatives of an even potential vanish at the origin.

The coefficient has a direct meaning. Write the polarizability as a sum over excitations of energy $\hbar\omega_n$ and transition dipole $d_n$ along $z$:
\begin{equation}
\alpha=\sum_n\frac{2\omega_n|d_n|^2}{\hbar(\omega_n^2+\omega^2)},\qquad
\frac\hbar\pi\int_0^\infty\alpha\,d\omega=\sum_n|d_n|^2=\langle d_z^2\rangle ,
\end{equation}
since each frequency integral of $\omega_n/(\omega_n^2+\omega^2)$ is $\pi/2$. Restoring $4\pi\varepsilon_0$,
\begin{equation}
A=\frac{\langle d_z^2\rangle_0-\langle d_z^2\rangle_{\rm RPA}}{2\varepsilon_0}.
\end{equation}
Because $v$ is a positive operator, the interaction reduces the response at imaginary frequency. Thus $\alpha\le\alpha_0$ and $A\ge0$: omitting the head makes the correlation energy too weak.

On a mesh of $N_{\mathbf q}$ equally weighted points that contains $\Gamma$, omission at $\Gamma$ alone contributes $A/(N_{\mathbf q}V)$ in leading order. For this term the relevant volume is that of the supercell equivalent to the mesh; the image attraction still falls as $V^{-2}$ with the volume of the single cell, with a coefficient that depends on the mesh.

\section{A two-electron model atom}

Two electrons occupy the lowest orbital, $\propto e^{-r^2/2a^2}$, of an isotropic harmonic well with $a=0.1$~nm. Excitations to the first two oscillator shells are kept; higher shells are left out, so this is a model and not a complete RPA treatment of an atom. The first gap is $\Delta=\hbar^2/(m_ea^2)=7.620$~eV, and the squared transition length is $a^2/2$ in each direction.

Each dipole transition density $\rho$ enters $\chi_0$ with weight $-4\Delta/(\Delta^2+\hbar^2\omega^2)$; the 4 is two electrons times the two time orders. If $K$ is the Coulomb self-energy of $\rho$, the series for $\chi$ sums to
\begin{equation}
\frac{4\Delta}{\Delta^2+\hbar^2\omega^2}
\left[1+\frac{4\Delta K}{\Delta^2+\hbar^2\omega^2}\right]^{-1}
=\frac{4\Delta}{\Omega^2+\hbar^2\omega^2},\qquad
\Omega^2=\Delta^2+4\Delta K .
\end{equation}
The second shell has the opposite parity and does not mix in. The Fourier transform of $\rho$ satisfies $|\rho_z|^2=\frac12a^2k_z^2e^{-k^2a^2/2}$, whose angular average replaces $k_z^2$ by $k^2/3$. With $u=e^2/(4\pi\varepsilon_0)=1.440$~eV\,nm,
\begin{equation}
K=\frac{2u}\pi\,\frac{a^2}6\int_0^\infty k^2e^{-k^2a^2/2}dk
=\frac{u}{3\sqrt{2\pi}\,a}=1.915\ \text{eV}.
\end{equation}
So $\Omega=\sqrt{7.620^2+4(7.620)(1.915)}=10.790$~eV.

The polarizability is $\alpha'=2u\Delta a^2/(\Omega^2+\hbar^2\omega^2)$, with static value $1.885\times10^{-3}$~nm$^3$; without interaction it is $3.779\times10^{-3}$~nm$^3$. The frequency integrals are elementary:
\begin{align}
A&=2\pi ua^2\left(1-\frac\Delta\Omega\right)
=0.09048\,(1-0.7062)=0.02658\ \text{eV\,nm}^3,\\
C_6&=\tfrac34\Omega\,\alpha'(0)^2
=0.75(10.790)(1.885\times10^{-3})^2
=2.875\times10^{-5}\ \text{eV\,nm}^6 .
\end{align}
When $K\ll\Delta$, $1-\Delta/\Omega\simeq2K/\Delta$ and $A\simeq4\pi ua^2K/\Delta$, which is of second order in the Coulomb interaction because $u$ and $K$ are both proportional to it. When $K\gg\Delta$, $A$ tends to $2\pi ua^2$: dipole fluctuations are suppressed, and the full non-interacting fluctuation sets the error.

For the quadrupole, $|\rho_{xy}|^2=\frac14a^4k_x^2k_y^2e^{-k^2a^2/2}$, with angular average $k_x^2k_y^2\to k^4/15$. The integral of $k^4$ is $3/a^2$ times that of $k^2$, so
\begin{equation}
\frac{K_2}K=\frac{a^4/60}{a^2/6}\,\frac3{a^2}=0.3,\qquad
\Omega_2=\sqrt{(2\Delta)^2+4(2\Delta)(0.3K)}=16.35\ \text{eV}.
\end{equation}
The squared matrix element of $\sqrt3\,xy$ is $3a^4/4$. With the doubled gap, the numerator of $\alpha_2'$ is $3a^2$ times that of $\alpha'$. Using $\int_0^\infty dx/[(x^2+b^2)(x^2+c^2)]=\pi/[2bc(b+c)]$,
\begin{equation}
\frac{C_8}{C_6}=5(3a^2)\frac{2\Omega^2}{\Omega_2(\Omega+\Omega_2)}
=0.15\times0.525=0.079\ \text{nm}^2 .
\end{equation}
The shells up to $|\mathbf n|^2=6$ give $S_8\simeq6+0.750+0.099+0.023+0.038+0.019=6.93$; the omitted tail does not matter at this accuracy. The relative correction in (\ref{c8}) is therefore $0.065\ \text{nm}^2/L^2$.

\section{Reading the numbers}

The asymptotic laws can be set beside RPA energies of the same model in finite boxes. There the Coulomb matrix $K_{mn}$ between all nine transition densities is summed over reciprocal vectors with $|\mathbf q+\mathbf G|<9/a$. Diagonalizing $\Delta_m^2\delta_{mn}+4\sqrt{\Delta_m\Delta_n}K_{mn}$ gives the squared mode energies $\Omega_n^2$, and integrating (\ref{rpa}) over frequency gives $E_c=\frac12\sum_n(\Omega_n-\Delta_n-2K_{nn})$. The free-atom energy, with a momentum integral in place of the sum, is subtracted. Full sampling uses a shifted $8\times8\times8$ mesh. The shifts, in meV, are:
\begin{center}
\begin{tabular}{lrrr}
$L$ (nm) & 1.0 & 1.5 & 2.0\\
\hline
$C_6$ law & $-0.1208$ & $-0.0106$ & $-0.0019$\\
full sampling & $-0.1286$ & $-0.0109$ & $-0.0019$\\
$\Gamma$, head kept & $-0.2520$ & $-0.0221$ & $-0.0039$\\
$\Gamma$, head omitted & $26.455$ & $7.865$ & $3.321$
\end{tabular}
\end{center}

At 1~nm the corrected law gives $-0.12078(1+0.065)=-0.1286$~meV, and full sampling gives $-0.1286$~meV. Agreement to four figures is partly accidental: the dipole-only shift, $-0.1205$~meV on a finer $16\times16\times16$ mesh, is 0.2 per cent weaker than the $C_6$ law, and the effect of the second shell exceeds the correction by a similar amount. Keeping the second shell strengthens the attraction by 6.75, 2.9 and 1.6 per cent relative to a dipole-only calculation in the three boxes; the correction predicts 6.5, 2.9 and 1.6 per cent.

Without the head, the two terms of (\ref{head}) give $26.5825-0.1261=26.456$~meV at 1~nm, against 26.455~meV in the table. The error is about 200 times the true image attraction and has the opposite sign. For two boxes, extrapolation in $V^{-1}$ removes $A$ and leaves
\begin{equation}
\frac{V_2\Delta E_2-V_1\Delta E_1}{V_2-V_1}
\simeq\frac{4\pi^2C_6}{9V_1V_2}
=\frac{0.126}{3.375}\ \text{meV}=0.037\ \text{meV}
\end{equation}
for edges of 1 and 1.5~nm; the finite-box energies give 0.038~meV. The $V^{-2}$ formula applied to $A/V$ leaves $A/(V_1+V_2)=26.58/4.375=6.1$~meV, the error quoted at the start.

For a leading error of 1~meV, the required edges are
\begin{equation}
L_{\rm head}=\left(\frac A{1\ \text{meV}}\right)^{1/3}=2.98\ \text{nm},\qquad
L_{C_6}=\left(\frac{C_6S_6}{2\ \text{meV}}\right)^{1/6}=0.70\ \text{nm}.
\end{equation}
The finite-box shifts at these edges are $1.000$ and $-1.13$~meV. The second exceeds its target by 13 per cent, close to the leading correction $0.065/0.70^2=0.13$. A box of 0.70~nm is usable here because the occupied orbitals of neighbouring cells overlap by $e^{-L^2/4a^2}\approx5\times10^{-6}$; polynomial prefactors raise this to about $10^{-3}$ for the second-shell orbitals, which is still small. An atom with longer orbital tails may violate the non-overlap assumption before its image attraction reaches the target.

Spherical symmetry matters as well, and many of the free atoms that enter atomization energies are open-shell and not spherical, so the laws above do not cover them as they stand. For an anisotropic polarizability, the first-order term at $\Gamma$ involves the contraction of $\alpha_0'-\alpha'$ with $T$, which need not vanish and can depend on $\hat{\mathbf q}$, even with the head kept. Under full sampling it still averages to zero in the dipole approximation, because $\langle T(\mathbf q)\rangle_{\mathbf q}$ would be the absent $\mathbf R=0$ term.
